# Is the Hall mobility of a film its drift mobility?

**Question**

I am practising Hall analysis on calculated data for an n-type silicon film on an insulator, in which the conduction valleys are idealised as spherical. The film is 20 µm thick and at 100 K. With a current of 10 µA and a field of 0.02 T the Hall voltage is 0.7349 mV in magnitude, and the sheet resistance is 3130.4 ohm per square. I take the electron density from the Hall voltage and the mobility from the density and the resistance. Is that the mobility with which electrons drift in an electric field? If a correction is needed, where does it come from, and can I use the same one for real silicon?

**Answer**

**What the measurement gives**

Let \(n\) be the electron density, \(\sigma\) the zero-field conductivity and \(\mu_d=\sigma/(ne)\) the ohmic drift mobility, without trapping. The Hall coefficient can be written

\[ R_H=-\frac{r_H}{ne}, \]

which defines the Hall factor \(r_H\). Your procedure assumes \(r_H=1\). What it returns is

\[ n_H=\frac{1}{e|R_H|}=\frac{n}{r_H},\qquad \mu_H=|R_H|\sigma=r_H\mu_d . \]

The product \(n_H\mu_H=n\mu_d\) is free of \(r_H\), so agreement with the measured conductivity cannot reveal the error. We need \(r_H\) from transport theory.

**The Hall factor of a spherical band**

Take a parabolic band of mass \(m\), nondegenerate electrons of charge \(-e\), and elastic scattering that randomises the velocity. Write the distribution as \(f_0+g\), with \(g=-f_0'(E)\,\mathbf v\cdot\mathbf G(E)\). Scattering into a state brings in the average of \(g\) over directions. This vanishes because \(g\) is odd in \(\mathbf v\), so the collision term is \(-g/\tau(E)\).

In the steady state, to first order in the electric field \(\mathbf F\), the Boltzmann equation is

\[ -e\mathbf F\cdot\mathbf v f_0'-e(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf p}g=-\frac{g}{\tau}. \]

The magnetic force is perpendicular to \(\mathbf v\), so it does not differentiate functions of energy. The second term is therefore \((e f_0'/m)\,\mathbf v\cdot(\mathbf B\times\mathbf G)\). Dividing by \(f_0'\) and comparing the coefficients of \(\mathbf v\),

\[ \mathbf G=-e\tau\mathbf F+\frac{e\tau}{m}\mathbf B\times\mathbf G . \]

For \(\mathbf B\) along \(z\) and \(w=eB/m\), the components are \(G_x=-e\tau F_x-w\tau G_y\) and \(G_y=-e\tau F_y+w\tau G_x\). Substituting each into the other gives

\[ G_x=-e\tau\frac{F_x-w\tau F_y}{1+w^2\tau^2},\qquad G_y=-e\tau\frac{F_y+w\tau F_x}{1+w^2\tau^2}. \]

The current is \(-e\) times the sum of \(\mathbf v g\) over states. Three factors enter:

- the angular average of \(v_iv_j\) is \(\delta_{ij}\,2E/(3m)\);
- the density of states goes as \(E^{1/2}\);
- for nondegenerate electrons \(-f_0'=f_0/kT\).

With \(x=E/kT\) and \(\Gamma(5/2)=\tfrac32\Gamma(3/2)\), this gives \(\mathbf J=-(ne/m)\langle\mathbf G\rangle\), where

\[ \langle h\rangle=\frac{1}{\Gamma(5/2)}\int_0^\infty x^{3/2}e^{-x}h(x)\,dx . \]

Define \(A=\langle\tau/(1+w^2\tau^2)\rangle\) and \(C=\langle\tau^2/(1+w^2\tau^2)\rangle\). Then

\[ J_x=\frac{ne^2}{m}(AF_x-wCF_y),\qquad J_y=\frac{ne^2}{m}(AF_y+wCF_x). \]

No current flows across the bar, so \(F_y=-(wC/A)F_x\). Inserting this in \(J_x\) and forming \(R_H=F_y/(J_xB)\),

\[ R_H=-\frac{1}{ne}\,\frac{C}{A^2+w^2C^2}. \]

At weak field \(A\to\langle\tau\rangle\) and \(C\to\langle\tau^2\rangle\), hence

\[ \mu_d=\frac{e\langle\tau\rangle}{m},\qquad r_H=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}=1+\frac{\langle(\tau-\langle\tau\rangle)^2\rangle}{\langle\tau\rangle^2}. \]

The Hall deflection weights long relaxation times more heavily than the drift does. The two mobilities agree if \(\tau\) is independent of energy. Otherwise, in this spherical model, the Hall mobility is larger.

**Acoustic phonons**

Let \(\Xi\) be the deformation potential, \(\rho\) the mass density, \(v_s\) the sound speed, \(c_l=\rho v_s^2\) the elastic constant and \(V\) the volume. The squared matrix element for a phonon of wave number \(q\) and frequency \(\omega=v_sq\) is

\[ |M|^2=\frac{\Xi^2\hbar q^2}{2\rho V\omega}\left(N_q+\tfrac12\pm\tfrac12\right), \]

with the upper sign for emission. If \(\hbar\omega\ll kT\), both brackets are close to \(kT/\hbar\omega\). Each process then contributes \(\Xi^2kT/(2c_lV)\), independent of \(q\), which is why the scattering is isotropic. Adding the two, neglecting the phonon energy and using the density of states per spin and valley, \((2m)^{3/2}E^{1/2}/(4\pi^2\hbar^3)\), the golden rule gives

\[ \frac1\tau=\frac{2\pi}{\hbar}\frac{\Xi^2kT}{c_l}\frac{(2m)^{3/2}E^{1/2}}{4\pi^2\hbar^3}=\frac{x^{1/2}}{\tau_0},\qquad \frac1{\tau_0}=\frac{\Xi^2(2m)^{3/2}(kT)^{3/2}}{2\pi\hbar^4c_l}. \]

Faster electrons have more final states and scatter more often. With \(\tau=\tau_0x^{-1/2}\),

\[ \langle\tau\rangle=\tau_0\frac{\Gamma(2)}{\Gamma(5/2)}=\frac{4\tau_0}{3\sqrt\pi},\qquad \langle\tau^2\rangle=\tau_0^2\frac{\Gamma(3/2)}{\Gamma(5/2)}=\frac{2\tau_0^2}{3}, \]

\[ \boxed{\frac{\mu_H}{\mu_d}=\frac23\cdot\frac{9\pi}{16}=\frac{3\pi}{8}\approx1.178} \]

The strength of the coupling cancels from this ratio, but not from the drift mobility:

\[ \mu_d=\frac{e}{m}\frac{4\tau_0}{3\sqrt\pi}=\frac{2\sqrt{2\pi}\,e\hbar^4c_l}{3m^{5/2}(kT)^{3/2}\Xi^2}. \]

A numerical solution of the Boltzmann equation that keeps in-scattering explicitly, on a grid of directions, also gives 1.178097 for \(\tau\propto E^{-1/2}\).

The factor belongs to this mechanism. For \(\tau\propto E^s\) the same integrals give

\[ r_H=\frac{\Gamma(5/2+2s)\,\Gamma(5/2)}{\Gamma(5/2+s)^2}, \]

which is 1 for \(s=0\) and 1.93 for \(s=3/2\), the power law of ionised-impurity scattering when its slowly varying logarithm is held constant.

**Your film**

Your procedure gives

\[ n_H=\frac{IB}{etV_H}=\frac{(10^{-5})(0.02)}{(1.602\times10^{-19})(2\times10^{-5})(7.349\times10^{-4})}\ \mathrm{m^{-3}}=8.49\times10^{13}\ \mathrm{cm^{-3}}, \]

\[ \mu_H=\frac{V_H}{IBR_s}=\frac{7.349\times10^{-4}}{(10^{-5})(0.02)(3130.4)}\ \mathrm{m^2/Vs}\approx11\,740\ \mathrm{cm^2/Vs}. \]

The measurement alone does not fix the mass or the coupling, but the data are reproduced by a model film with \(n=1.00\times10^{14}\ \mathrm{cm^{-3}}\), \(m=0.3214\,m_0\), \(\Xi=9.5\) eV and \(c_l=166\) GPa. These give \(\langle\tau\rangle=1.822\) ps and \(\mu_d=e\langle\tau\rangle/m=9969\ \mathrm{cm^2/Vs}\). Your density is therefore 15.1% below the true density, and your mobility is about 18% above the drift mobility. For this idealised film, dividing \(\mu_H\) by \(3\pi/8\) and multiplying \(n_H\) by it is the right correction.

**How weak must the field be?**

Put \(b=w\tau_0\). With \(\tau=\tau_0x^{-1/2}\),

\[ \frac{A}{\tau_0}=\frac{1}{\Gamma(5/2)}\int_0^\infty\frac{x^2e^{-x}}{x+b^2}dx,\qquad \frac{C}{\tau_0^2}=\frac{1}{\Gamma(5/2)}\int_0^\infty\frac{x^{3/2}e^{-x}}{x+b^2}dx . \]

In the first integral write \(x^2/(x+b^2)=x-b^2+b^4/(x+b^2)\). It equals \(1-b^2\), up to terms of order \(b^4\ln b\). In the second,

\[ \frac{x^{3/2}}{x+b^2}=x^{1/2}-b^2x^{-1/2}+\frac{b^4x^{-1/2}}{x+b^2}. \]

The last term is concentrated at \(x\sim b^2\), where \(e^{-x}\approx1\), and integrates to \(\pi b^3\). The second integral is thus \(\tfrac{\sqrt\pi}{2}(1-2b^2+2\sqrt\pi\,b^3)\), and

\[ \frac{r_H(B)}{r_H(0)}\simeq\frac{1-2b^2+2\sqrt\pi\,b^3}{1-2b^2+\pi b^2/4}\simeq1-\frac{\pi}{4}b^2+2\sqrt\pi\,b^3 . \]

The cubic term comes from slow electrons, whose relaxation time is long. Since \(\mu_HB=\tfrac{3\pi}{8}\cdot\tfrac{4}{3\sqrt\pi}\,b=\tfrac{\sqrt\pi}{2}b\) at weak field, the quadratic term is \(-(\mu_HB)^2\). The condition is therefore \(\mu_HB\ll1\). Here \(\mu_HB=0.023\), and \(r_H\) is 1.1775 instead of 1.1781.

At 0.5 T the same film has \(r_H=1.103\), and at 5 T it has 1.005. For \(w\tau\gg1\), \(C\to1/w^2\) while \(A\) is of order \(1/w^2\), so \(w^2C^2\) dominates the denominator and \(r_H\to1\). This limit is classical; at 5 T the cyclotron quantum is already 0.21 \(kT\).

**Degenerate electrons**

In a degenerate film \(f_0/kT\) must be replaced by \(-f_0'\), which is concentrated near the Fermi level, \(\eta kT\) above the band edge. The variance of \(x\) under this weight is \(\pi^2/3\), and \(\delta\tau/\tau\approx-\delta x/(2\eta)\). Hence \(r_H-1\approx\pi^2/(12\eta^2)\) for acoustic scattering. At \(\eta=10\) the computed factor is 1.008. Counting six valleys, your film has \(\eta=-10.9\), so degeneracy is negligible there.

**Do not carry \(3\pi/8\) over to real silicon**

Silicon's conduction valleys are ellipsoids along the cube axes. At fixed energy, a valley with mobilities \(\mu_i=e\tau_i/m_i\) responds along the field in proportion to \(\mu_x\), and across it, at weak field, in proportion to \(\mu_x\mu_yB\). Averaging over the three valley directions, with \(l\) along the long axis and \(t\) transverse to it, gives

\[ \bar\mu=\frac{\mu_l+2\mu_t}{3},\qquad \overline{\mu_x\mu_y}=\frac{\mu_t^2+2\mu_l\mu_t}{3}. \]

If \(K=\mu_t/\mu_l=(m_l/m_t)(\tau_t/\tau_l)\) does not depend on energy, the ratio \(\overline{\mu_x\mu_y}/\bar\mu^2\) multiplies the spherical result:

\[ r_H=\frac{3K(K+2)}{(2K+1)^2}\,\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}. \]

The first factor is at most 1, because \((2K+1)^2-3K(K+2)=(K-1)^2\). For \(m_l=0.92\,m_0\), \(m_t=0.19\,m_0\) and isotropic \(\tau\), \(K=4.84\) and the factor is 0.871. The Hall factor becomes \(0.871\times1.178=1.026\). Leaving the Hall mobility uncorrected would then overstate the drift mobility by about 3%, whereas dividing by \(3\pi/8\) would understate it by 13%.

The parameters used here are rough, typical silicon values, and the doping is light. The spherical valley is the assumption that real silicon plainly breaks, but other omissions also matter, some of them by several per cent or more:

- If \(\tau_l/\tau_t=0.7\), the acoustic value falls from 1.026 to 0.99.
- Ionised donors, estimated in the Born approximation with isotropic \(\tau\), lower the 100 K value from 1.026 to 0.94, although their own power law has a large Hall factor. They scatter slow electrons most strongly, and those are the electrons with the longest acoustic relaxation times, so the spread of \(\tau\) shrinks. At 100 K \(kT\) is well below the donor's effective Rydberg energy, where the Born approximation is not reliable, so this value is approximate: partial-wave cross-sections for the same screened potential scatter slow electrons less and raise it to about 0.955.
- Adding one effective intervalley phonon as well gives about 0.95 at 100 K and 1.11 at 300 K. The 300 K estimate has a drift mobility near 1600 cm²/Vs, somewhat above the rough 1400 cm²/Vs of lightly doped silicon.
- Keeping the acoustic phonon energies, with the momentum-loss rate taken as an approximate \(1/\tau\), lowers the spherical factor at 100 K from 1.178 to about 1.16. This overstates the effect, because it ignores how scattering into a state depends on energy; with that included the factor is about 1.17.

Thickness is a separate source of error. A band bending of 0.5 V at one surface would deplete 2.5 µm, or 13% of this film. Using the full thickness then lowers the inferred density by a further 13%. The Hall mobility of a uniform conducting layer is unaffected, because \(V_H\) and \(R_s\) grow by the same factor.

So for your spherical, acoustic-limited film, divide by \(3\pi/8\). For real n-type silicon at this light doping and weak field, the estimates with all three scattering mechanisms and isotropic \(\tau\) give \(r_H\) of about 0.95 at 100 K and 1.11 at 300 K. These are not bounds, and the second decimal is uncertain. An acoustic ratio \(\tau_l/\tau_t=0.7\) would lower both by about 0.03. A model with six intervalley phonons gives about 0.97 and 1.13. Bringing the 300 K mobility down to about 1400 cm²/Vs gives 1.13 if the intervalley coupling is raised and 1.10 if \(\Xi\) is raised. Either quote \(\mu_H\) as a Hall mobility, or state the Hall factor used to convert it. The numerical output below lists the separate cases.

## Numbers as computed

```
INPUTS: n-type Si film, rough typical parameters
temperature = 100 K; electron density = 1.00e+14 cm^-3
thickness = 20 um; width = 1.0 mm
current = 10 uA; magnetic field = 0.02 T
m_l = 0.92 m0; m_t = 0.19 m0
spherical stand-in mass = 0.3214 m0
conductivity mass of ellipsoids = 0.2583 m0
deformation potential = 9.5 eV
elastic constant = 166 GPa; density = 2.33 g/cm^3
relative permittivity = 11.7
effective intervalley phonon = 60 meV
intervalley coupling = 1.2e+09 eV/cm
HALL FACTORS FROM COLLISION-INTEGRAL GRID (dimensionless)
acoustic, tau ~ E^-1/2: 1.178097; 3pi/8 = 1.178097
constant tau: 1.000000
tau ~ E^3/2: 1.93281
SPHERICAL-VALLEY FILM
mean relaxation time = 1.8220 ps
drift mobility = 9969.2 cm^2/Vs
Hall voltage magnitude = 0.7349 mV
sheet resistance = 3130.4 ohm/square
Hall density = 8.4925e+13 cm^-3
Hall mobility = 11738.9 cm^2/Vs
mobility ratio at this field = 1.17752
density error = -15.08 %
mobility error = 17.75 %
Hall mobility times B = 0.02348
classical Hall factor at 0.5 T = 1.1033
classical Hall factor at 5.0 T = 1.0050
cyclotron quantum/kT at 5 T = 0.209
ELLIPSOIDAL SILICON VALLEYS, ACOUSTIC SCATTERING
K = 4.842; shape factor = 0.8707
Hall factor, isotropic tau = 1.0257
Hall factor, tau_l/tau_t = 0.7: 0.9907
drift mobility with ellipsoids = 12405 cm^2/Vs
drift error if Hall value is divided by 3pi/8 = -12.9 %
OTHER SCATTERING: mu uses ellipsoid conductivity mass
r_sph = spherical Hall factor; r_ell = with shape factor
100 K acoustic: mu=12405 cm^2/Vs, r_sph=1.1781, r_ell=1.0257
100 K acoustic+intervalley: mu=12210 cm^2/Vs, r_sph=1.1793, r_ell=1.0268
100 K acoustic+donors: mu=11538 cm^2/Vs, r_sph=1.0814, r_ell=0.9416
100 K all three: mu=11371 cm^2/Vs, r_sph=1.0869, r_ell=0.9464
300 K acoustic: mu=2387 cm^2/Vs, r_sph=1.1781, r_ell=1.0257
300 K acoustic+intervalley: mu=1590 cm^2/Vs, r_sph=1.2851, r_ell=1.1189
300 K acoustic+donors: mu=2372 cm^2/Vs, r_sph=1.1546, r_ell=1.0053
300 K all three: mu=1584 cm^2/Vs, r_sph=1.2762, r_ell=1.1111
OTHER NEGLECTED EFFECTS AT 100 K
inelastic phonons: mobility +1.75 %, r = 1.1635
eta = -10.87; change of r by degeneracy = -1.1e-06
acoustic Hall factor at eta = 10: 1.0081
neutral donors (45 meV binding) = 0.70 %
depletion at 0.5 V = 2.54 um = 12.7 % of film
drive field = 0.313 V/cm; drift/sound speed = 0.00370
```
